# Obverse and reverse hexagonal axes, and when a rhombohedral lattice is cubic

## Problem

A rhombohedral lattice has right-handed primitive vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ of equal length $a_R$, with the same angle $\alpha$ between each pair. It is often easier to work with the hexagonal axes

$$
\mathbf A=\mathbf a_1-\mathbf a_2,\qquad \mathbf B=\mathbf a_2-\mathbf a_3,\qquad \mathbf C=\mathbf a_1+\mathbf a_2+\mathbf a_3 ,
$$

called the obverse setting. The reverse setting uses $-\mathbf A,-\mathbf B,\mathbf C$. Write $a=|\mathbf A|$ and $c=|\mathbf C|$.

1. Find the lattice points inside the hexagonal cell in each setting, and the turns of the axes about $\mathbf C$ that exchange the settings.
2. For $a_R=6.000$ Å and $\alpha=55^\circ$, find $a$ and $c$. Give the hexagonal coordinates of the site $(0.10,0.20,0.40)_R$ and the indices of the reflection $(211)_R$ in both settings.
3. Find every value of $c/a$ at which the lattice is cubic, and name the cubic lattice in each case.

## A tempting solution, which is wrong

The reflection $(211)_R$ belongs to a reciprocal vector $\mathbf G$ with $\mathbf G\cdot\mathbf a_1=2$ and $\mathbf G\cdot\mathbf a_2=\mathbf G\cdot\mathbf a_3=1$ (no factor $2\pi$ is included in $\mathbf G$). Its hexagonal indices are the products with the hexagonal axes:

$$
\mathbf G\cdot\mathbf A=2-1=1,\qquad \mathbf G\cdot\mathbf B=1-1=0,\qquad \mathbf G\cdot\mathbf C=2+1+1=4 .
$$

The reflection is therefore 104. Both settings describe one and the same lattice, with the same $a$ and $c$, so it is 104 in the reverse setting too.

For the third question, a rhombohedron with equal edges is a cube when $\alpha=90^\circ$. Then $a=\sqrt2\,a_R$, the diagonal of a face, and $c=\sqrt3\,a_R$, the diagonal of the body. The lattice is cubic at the single value $c/a=\sqrt{3/2}$, where it is simple cubic.

## Where it fails

The obverse indices are right, and so is the value $\sqrt{3/2}$. Both faults come from confusing a lattice with the axes or the cell used to describe it.

The first fault is to carry indices from one set of axes to another because the lattice is unchanged. Indices are products of $\mathbf G$ with the axes. If $\mathbf A$ changes sign while $\mathbf G$ stays fixed, the first index changes sign.

The second fault is to ask whether the *primitive cell* is a cube. A lattice is cubic if its points have the symmetry of a cube, and a cube may be hidden in a lattice whose primitive cell is not one. Take $\alpha=60^\circ$ and form

$$
\mathbf b_1=-\mathbf a_1+\mathbf a_2+\mathbf a_3,\qquad
\mathbf b_2=\mathbf a_1-\mathbf a_2+\mathbf a_3,\qquad
\mathbf b_3=\mathbf a_1+\mathbf a_2-\mathbf a_3 .
$$

With $g=a_R^2$ and $s=a_R^2\cos\alpha$, the nine terms of the product of the first two are

$$
\mathbf b_1\cdot\mathbf b_2=(-g+s-s)+(s-g+s)+(s-s+g)=2s-g .
$$

This vanishes at $\cos\alpha=1/2$. By the equivalence of the three vectors, the other two products vanish as well, and the lengths are equal. The lattice at $60^\circ$ thus contains a cube, which the argument about the cell's shape has missed.

## Solution

### The hexagonal cell

The lengths and angles of the hexagonal axes follow from $g$ and $s$:

$$
\mathbf A\cdot\mathbf A=g-2s+g=2(g-s),\qquad
\mathbf A\cdot\mathbf B=s-s-g+s=-(g-s),
$$

$$
\mathbf A\cdot\mathbf C=(g+s+s)-(s+g+s)=0,\qquad
\mathbf C\cdot\mathbf C=3g+6s .
$$

In the same way $\mathbf B\cdot\mathbf B=2(g-s)$ and $\mathbf B\cdot\mathbf C=0$. Since $\mathbf A\cdot\mathbf B=-a^2/2$, the angle between $\mathbf A$ and $\mathbf B$ is $120^\circ$, and $\mathbf C$ is perpendicular to both. The length of $\mathbf C$ must be positive, which requires $\cos\alpha>-1/2$, or $\alpha<120^\circ$. At $120^\circ$ the three primitive vectors lie in a plane and there is no three-dimensional lattice.

To invert the transformation, use $\mathbf a_2=\mathbf a_1-\mathbf A$ and $\mathbf a_3=\mathbf a_2-\mathbf B=\mathbf a_1-\mathbf A-\mathbf B$. Then $\mathbf C=3\mathbf a_1-2\mathbf A-\mathbf B$, so

$$
\mathbf a_1=\tfrac13(2\mathbf A+\mathbf B+\mathbf C),\quad
\mathbf a_2=\tfrac13(-\mathbf A+\mathbf B+\mathbf C),\quad
\mathbf a_3=\tfrac13(-\mathbf A-2\mathbf B+\mathbf C).
$$

Whole hexagonal vectors may be added to bring a point into the cell. Adding $\mathbf A$ to $\mathbf a_2$, and $\mathbf A+\mathbf B$ to $\mathbf a_3$, brings both to the place of $\mathbf a_1$, namely $(\tfrac23,\tfrac13,\tfrac13)$. A lattice vector $n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3$ therefore reduces to $n_1+n_2+n_3$ times this point. Three such steps make a whole hexagonal vector, so there are three lattice points per cell:

$$
\text{obverse:}\quad (0,0,0),\quad (\tfrac23,\tfrac13,\tfrac13),\quad(\tfrac13,\tfrac23,\tfrac23).
$$

The hexagonal cell has three times the volume of the primitive one.

### The reverse setting

A point $x\mathbf A+y\mathbf B+z\mathbf C$ has coordinates $(-x,-y,z)$ on the axes $-\mathbf A,-\mathbf B,\mathbf C$. Reduced into the cell, the points become

$$
\text{reverse:}\quad (0,0,0),\quad (\tfrac13,\tfrac23,\tfrac13),\quad(\tfrac23,\tfrac13,\tfrac23).
$$

Two sign changes keep the axes right-handed; they amount to a turn of $180^\circ$ about $\mathbf C$.

A turn of $60^\circ$ gives $\mathbf A'=\mathbf A+\mathbf B$ and $\mathbf B'=-\mathbf A$. Then $\mathbf A=-\mathbf B'$ and $\mathbf B=\mathbf A'+\mathbf B'$, so $2\mathbf A+\mathbf B=\mathbf A'-\mathbf B'$. The vector $\mathbf a_1$ has the new coordinates $(\tfrac13,-\tfrac13,\tfrac13)$, which reduce to $(\tfrac13,\tfrac23,\tfrac13)$: the reverse setting. A turn of $120^\circ$ permutes $\mathbf a_1,\mathbf a_2,\mathbf a_3$ cyclically, leaves the lattice as it was, and so preserves the setting. It follows that turns by $60^\circ$, $180^\circ$ and $300^\circ$ exchange the settings, while $120^\circ$ and $240^\circ$ preserve them.

For a single lattice the setting is thus a choice of axes. For a twinned crystal with two parts turned by $180^\circ$ about $\mathbf C$ it has physical content: on common axes, one part is obverse and the other reverse.

### Coordinates and reflections

Inserting the expressions for $\mathbf a_i$ into $x_1\mathbf a_1+x_2\mathbf a_2+x_3\mathbf a_3$ and collecting terms gives the obverse coordinates

$$
x=\frac{2x_1-x_2-x_3}{3},\qquad y=\frac{x_1+x_2-2x_3}{3},\qquad z=\frac{x_1+x_2+x_3}{3}.
$$

For the given site,

$$
x=\frac{0.20-0.20-0.40}{3}=-0.1333,\quad
y=\frac{0.10+0.20-0.80}{3}=-0.1667,\quad
z=\frac{0.70}{3}=0.2333 .
$$

In the reverse setting the same site is $(0.1333,0.1667,0.2333)$.

The obverse indices of a reflection $(h_Rk_Rl_R)$ are

$$
h=h_R-k_R,\qquad k=k_R-l_R,\qquad l=h_R+k_R+l_R ,
$$

and therefore

$$
-h+k+l=-h_R+k_R+k_R-l_R+h_R+k_R+l_R=3k_R .
$$

This combination must be a multiple of 3. Conversely, if it is, then $k_R=(-h+k+l)/3$, $h_R=h+k_R$ and $l_R=k_R-k$ are integers, so the condition is also sufficient for a reciprocal-lattice vector. In the reverse setting $h$ and $k$ change sign, and the condition becomes $h-k+l=3n$.

The reflection $(211)_R$ is 104 in the obverse setting, where $-1+0+4=3$. In the reverse setting it is $\bar104$, where $-1-0+4=3$. The label 104 carried over in the wrong solution gives $1-0+4=5$ on reverse axes, so it names no reflection of this lattice.

The plane spacing does not reveal the mistake. The reciprocal vectors belonging to $\mathbf A$ and $\mathbf B$ have length $2/(\sqrt3\,a)$ and enclose $60^\circ$, and the one belonging to $\mathbf C$ has length $1/c$ and is perpendicular to them. Hence

$$
\frac1{d^2}=\frac{4(h^2+hk+k^2)}{3a^2}+\frac{l^2}{c^2},
$$

which is unchanged when $h$ and $k$ both change sign. The correct and the incorrect label give the same $d$; the orientation of $\mathbf G$ distinguishes them.

For the twin, a reflection position is shared by both parts if both conditions hold. Adding them shows that $2l$, and hence $l$, is a multiple of 3; then $h-k$ is one too. Of the 27 combinations of remainders of $h,k,l$ on division by 3, each part allows 9, and 3 are shared. One third of the reflections of either part thus coincide with reflections of the other.

### The axial ratio

From the lengths already found,

$$
a=a_R\sqrt{2(1-\cos\alpha)}=2a_R\sin\frac\alpha2,\qquad c=a_R\sqrt{3+6\cos\alpha}.
$$

Writing $3+6\cos\alpha=9-6(1-\cos\alpha)$ and dividing by $2(1-\cos\alpha)=4\sin^2(\alpha/2)$ gives

$$
\left(\frac ca\right)^2=\frac{9}{4\sin^2(\alpha/2)}-3 .
$$

As $\alpha$ rises from $0$ to $120^\circ$, the sine rises and $c/a$ falls steadily from infinity to zero. Each ratio therefore belongs to one angle, and so to one lattice, apart from its size and orientation.

For the model lattice,

$$
a=2(6.000\ \text{Å})\sin27.5^\circ=5.541\ \text{Å},\qquad
c=(6.000\ \text{Å})\sqrt{3+6\cos55^\circ}=15.228\ \text{Å},
$$

and $c/a=2.748$. The cell volume is $(\sqrt3/2)a^2c=404.9$ Å$^3$, three times the primitive volume of $135.0$ Å$^3$. The reflection $(211)_R$ has $d=2.982$ Å.

### Three cubes in the rhombohedral lattice

At $\alpha=90^\circ$ the primitive cell is itself a cube, and $(c/a)^2=9/2-3=3/2$. This is the simple cubic lattice.

At $\alpha=60^\circ$ the vectors $\mathbf b_i$ introduced above are the edges of a cube. Since $\mathbf b_2+\mathbf b_3=2\mathbf a_1$, the vector $\mathbf a_1=(\mathbf b_2+\mathbf b_3)/2$ ends at the centre of a face, and $\mathbf a_2$ and $\mathbf a_3$ end at the centres of the other two kinds of face. These three vectors generate the whole lattice, which is fcc. With $\sin^2 30^\circ=1/4$, the ratio is $(c/a)^2=9-3=6$.

A third cube appears with the edges

$$
\mathbf e_1=\mathbf a_2+\mathbf a_3,\qquad \mathbf e_2=\mathbf a_3+\mathbf a_1,\qquad \mathbf e_3=\mathbf a_1+\mathbf a_2 .
$$

They have equal lengths, and $\mathbf e_1\cdot\mathbf e_2=s+s+g+s=g+3s$ vanishes at $\cos\alpha=-1/3$, or $\alpha=109.47^\circ$. Here $\mathbf a_1=(-\mathbf e_1+\mathbf e_2+\mathbf e_3)/2$ ends at a body centre, and so do $\mathbf a_2$ and $\mathbf a_3$. The lattice is bcc. With $4\sin^2(\alpha/2)=2(1+1/3)=8/3$, the ratio is $(c/a)^2=27/8-3=3/8$.

### Why there is no fourth value

Finding three cubes does not exclude a fourth, so the argument must also run from cubic symmetry to the ratio.

First, the possible cubic lattices. Use Cartesian axes along the cube axes. If $(x,y,z)$ is a lattice vector, so is its mirror image $(-x,y,z)$, and so is their difference $(2x,0,0)$. Let the shortest lattice vector along each axis have length 1. Then $2x$, and likewise $2y$ and $2z$, is an integer. Apart from whole cube edges, each coordinate is 0 or $\tfrac12$. The point $(\tfrac12,0,0)$ is excluded, because it would be a shorter vector along an axis. Three possibilities remain:

- no centring points: simple cubic;
- $(\tfrac12,\tfrac12,0)$ and, by symmetry, its permutations: fcc;
- $(\tfrac12,\tfrac12,\tfrac12)$: bcc.

The last two cannot occur together, since their sum reduces to the excluded kind $(0,0,\tfrac12)$.

Next, the direction of $\mathbf C$. It is the axis of a rotation by $120^\circ$ that preserves the lattice. Every operation that preserves one of these lattices is also a symmetry of its cube. A lattice vector of length 1 satisfies $(2x)^2+(2y)^2+(2z)^2=4$ with integers $2x,2y,2z$, and the only solutions are $(\pm2,0,0)$ and its permutations. The vectors of length 1 are therefore the six cube edges $\pm(1,0,0)$, $\pm(0,1,0)$, $\pm(0,0,1)$, and the operation must permute them. It thus permutes the three Cartesian coordinates and changes some signs. The rotation by $120^\circ$ gives the identity when applied three times, and so must its permutation. An exchange of two coordinates applied three times is still an exchange, so it is excluded. Sign changes alone give the identity when applied twice, so they cannot have order three. The rotation must therefore permute all three coordinates cyclically. A vector that it leaves fixed has three components of equal magnitude. Hence $\mathbf C$ lies along a body diagonal, which may be taken as $(1,1,1)$.

Finally, $a$ and $c$ can be read from the lattice without reference to a cell. The two centring points have fractional values of $x$, $y$ and $z$. Lattice vectors perpendicular to $\mathbf C$ are therefore $u\mathbf A+v\mathbf B$ with integers $u,v$, and their squared length $a^2(u^2-uv+v^2)$ is at least $a^2$ unless both integers vanish. Lattice vectors along $\mathbf C$ are whole multiples of $\mathbf C$. So $a$ is the shortest length perpendicular to the axis, and $c$ the shortest along it.

In a cubic lattice with edge 1, a perpendicular vector has components that add to zero, so at least two of them are nonzero.

- **Simple cubic.** The shortest vectors are $(1,-1,0)$ and $(1,1,1)$, so $c/a=\sqrt3/\sqrt2=\sqrt{3/2}$.
- **fcc.** The perpendicular vector shortens to $(\tfrac12,-\tfrac12,0)$. The point $(\tfrac12,\tfrac12,\tfrac12)$ is absent, so $c=\sqrt3$ remains, and $c/a=\sqrt3\,\sqrt2=\sqrt6$.
- **bcc.** Three half-odd components cannot add to zero, so $a=\sqrt2$ remains. The body centre halves $c$ to $\sqrt3/2$, and $c/a=\sqrt{3/8}$.

The rhombohedral lattice is cubic at these three ratios and at no others.

## Reading the numbers

For a cube edge of $4.000$ Å, the results are:

| Lattice | $\alpha$ | $a$ (Å) | $c$ (Å) | $c/a$ |
|---|---|---|---|---|
| fcc | $60^\circ$ | 2.828 | 6.928 | 2.449 |
| simple cubic | $90^\circ$ | 5.657 | 6.928 | 1.225 |
| bcc | $109.47^\circ$ | 5.657 | 3.464 | 0.612 |

Each ratio is half the one before it. Going from fcc to simple cubic doubles $a$; going from simple cubic to bcc halves $c$.

The neighbours show how cubic symmetry arises. In fcc, six neighbours lie in the plane perpendicular to $\mathbf C$ at distance $a$, and six more, at $\pm\mathbf a_i$, lie at distance $a_R$. From $|2\mathbf A+\mathbf B|^2=(4-2+1)a^2=3a^2$ and the expression for $\mathbf a_1$,

$$
a_R^2=\frac{3a^2+c^2}{9}=\frac{a^2}{3}+\frac{c^2}{9}.
$$

At $c^2=6a^2$ this gives $a_R=a$, and the two groups merge into 12 nearest neighbours. In bcc, the six points $\pm\mathbf a_i$ are joined by the two points $\pm\mathbf C$, since $c=a_R$ there, which makes 8.

A small departure from fcc, $c/a=\sqrt6(1+\epsilon)$, separates the groups again:

$$
\frac{a_R^2}{a^2}=\frac13+\frac23(1+\epsilon)^2\approx1+\frac43\epsilon,
\qquad \frac{a_R}{a}\approx1+\frac23\epsilon .
$$

The model lattice at $55^\circ$ has $\epsilon=2.748/2.449-1=0.122$. The first-order estimate is $a_R/a\approx1.081$, against $6.000/5.541=1.083$ from the full expression. The lattice is stretched along $\mathbf C$ relative to fcc, and its six in-plane neighbours are the closer ones.

Two conditions limit the use of these ratios. They apply to the hexagonal cell with its two centring points. A primitive hexagonal lattice has a $60^\circ$ rotation axis, which a cube lacks, so it is not cubic at any $c/a$. And the result concerns the lattice alone: atoms placed on it can lower the symmetry of the crystal, so a cubic ratio does not by itself make a crystal cubic.

Numbers in the example were calculated in double precision.
